# A Saddle Search Along the Adjugate Hessian Times the Gradient

**Q.** You want to find the saddle for an oxygen atom hopping on a metal surface, and you propose to walk uphill along the adjugate Hessian times the gradient. Why not simply follow the gradient?

**A.** Following the gradient uphill from a minimum generally leads towards a maximum, not a saddle. The other walk has a property that can be used to approach a saddle. Let $V(\mathbf x)$ be the energy in $n$ independent coordinates, three times continuously differentiable, with

$$g_i=\frac{\partial V}{\partial x_i},\qquad H_{ij}=\frac{\partial^2V}{\partial x_i\partial x_j}.$$

Let $C_{ij}$ be the cofactor of $H_{ij}$: the determinant left after deleting row $i$ and column $j$, times $(-1)^{i+j}$. The adjugate is the transposed cofactor matrix, $A_{ij}=C_{ji}$. The walk is

$$\frac{d\mathbf x}{dt}=+A\,\mathbf g .$$

The right side is continuously differentiable, so one curve passes through each starting point. The parameter $t$ is not physical time. In two dimensions $A\mathbf g$ has the unit eV²/nm³, so $t$ has the unit nm⁴/eV².

**Q.** What does that do to the gradient? Both the Hessian and its adjugate change along the way.

**A.** Their changes do not enter the first derivative of $\mathbf g$. By the chain rule,

$$\frac{dg_i}{dt}=\sum_j\frac{\partial g_i}{\partial x_j}\frac{dx_j}{dt}=\sum_jH_{ij}(A\mathbf g)_j=(HA\,\mathbf g)_i .$$

It remains to find $HA$ at one point:

$$(HA)_{ij}=\sum_kH_{ik}A_{kj}=\sum_kH_{ik}C_{jk}.$$

For $i=j$ this is the expansion of $\det H$ along row $i$. For $i\ne j$ it is the expansion of another determinant, in which row $j$ of $H$ has been replaced by row $i$. That matrix has two equal rows, so its determinant is zero. Therefore $HA=(\det H)I$, and with $D=\det H$

$$\frac{d\mathbf g}{dt}=D\,\mathbf g .$$

No inverse was used, so this also holds where $D=0$.

**Q.** A rate proportional to $\mathbf g$ looks harmless at one instant. Does the direction stay fixed over a finite distance, when $D$ varies?

**A.** Yes. Define $s(t)=\int_0^tD(t')\,dt'$, so that $ds/dt=D$. Then

$$\frac{d}{dt}\left(e^{-s}\mathbf g\right)=e^{-s}\left(-D\mathbf g+D\mathbf g\right)=0,
\qquad \mathbf g(t)=\mathbf g(0)\,e^{s(t)} .$$

The factor $e^{s}$ is positive, so the gradient neither turns nor reverses. Its length obeys $d|\mathbf g|/dt=D|\mathbf g|$. The statement needs $\mathbf g(0)\neq0$, since a zero vector has no direction. It also shows that a stationary point is not reached at finite $t$ while $s$ is finite; it can be approached as $s\to-\infty$.

Reversing the walk to $-A\mathbf g$ gives $d\mathbf g/dt=-D\mathbf g$, so the direction is fixed for either sign. The sign matters for where the walk goes.

**Q.** Is this just Newton's method with a complicated name?

**A.** Where $D\ne0$, dividing $HA=DI$ by $D$ gives $H^{-1}=A/D$. The Newton step towards a stationary point is $-H^{-1}\mathbf g$, so

$$A\mathbf g=D\,H^{-1}\mathbf g=-D\left(-H^{-1}\mathbf g\right).$$

The walk runs opposite to the Newton step where $D>0$ and along it where $D<0$. It therefore leaves a minimum and, once $D$ is negative, heads in the Newton direction. The Newton step diverges at $D=0$ when $\mathbf g$ has a component along the null direction, whereas $A\mathbf g$ stays finite.

A quadratic energy is the simplest limit. With constant $H$ and $\mathbf g=H\mathbf x$, the walk is $d\mathbf x/dt=AH\mathbf x=D\mathbf x$. Here $AH=DI$ follows by transposing $HA=DI$, because $H$ and $A$ are symmetric. Every path is a straight ray, outward for $D>0$ and inward for $D<0$.

**Q.** Does the same inward motion occur at a saddle of a general energy?

**A.** Close to it, yes. Differentiate the velocity at a point where $\mathbf g=0$:

$$\frac{\partial(A\mathbf g)_i}{\partial x_j}
=\sum_k\frac{\partial A_{ik}}{\partial x_j}g_k+\sum_kA_{ik}H_{kj}
=0+D\delta_{ij}.$$

A small displacement thus obeys $d\,\delta\mathbf x/dt=D\,\delta\mathbf x$ to first order. The point attracts if $D<0$, which means an odd number of negative Hessian eigenvalues, and repels if $D>0$. In two dimensions nondegenerate saddles attract, and minima and maxima repel. In higher dimensions a point with three negative eigenvalues attracts too, so the eigenvalues at the end point must be inspected.

**Q.** Between the minimum and the saddle, $D$ must change sign. What happens there?

**A.** The gradient reaches a largest length, because $d|\mathbf g|/dt=D|\mathbf g|$ changes from positive to negative. There is also a mechanical reading. Write the fixed direction as a unit vector $\mathbf r$ and $\mathbf g=F\mathbf r$, with $F=|\mathbf g|$. Under a constant applied force $F\mathbf r$ the energy becomes

$$W(\mathbf x)=V(\mathbf x)-F\,\mathbf r\cdot\mathbf x,\qquad \nabla W=\mathbf g-F\mathbf r=0 .$$

Each point of the curve is therefore a stationary point of a tilted energy. The tilt is linear, so $W$ has the same Hessian as $V$. Starting near a minimum, all eigenvalues are positive, and by continuity they remain so until $D$ first vanishes. Up to there the points are tilted minima. In two dimensions, the points just beyond, with $D<0$, are tilted saddles. The two merge at the peak of $F$, and above this critical force that minimum no longer exists.

**Q.** Can you be sure the walk gets through the point $D=0$?

**A.** Not without a condition. Suppose one eigenvalue vanishes, with unit eigenvector $\mathbf v$, and let $\mu$ be the product of the others. In the basis of eigenvectors $H$ is diagonal. Each cofactor except the one belonging to $\mathbf v$ is then zero, and that one equals $\mu$. The adjugate rotates with $H$: for invertible $H$ this follows from $A=DH^{-1}$, and for singular $H$ by continuity. Thus

$$A=\mu\,\mathbf v\mathbf v^{T},\qquad A\mathbf g=\mu\,\mathbf v\,(\mathbf v\cdot\mathbf g).$$

If $\mathbf v\cdot\mathbf g\neq0$, the walk passes this point along $\mathbf v$ at finite speed. It enters the region $D<0$ if $D$ also has a negative slope along the motion there; without that slope, $D$ may only touch zero. If $\mathbf v\cdot\mathbf g=0$, it has a rest point although $\mathbf g\ne0$. This false rest point is a valley-ridge inflection: the curvature vanishes in a direction perpendicular to the gradient.

**Q.** Could a free molecule have that problem everywhere?

**A.** In Cartesian coordinates it does. If a rigid translation along a unit vector $\mathbf T$ leaves $V$ unchanged, then $\mathbf T\cdot\mathbf g=0$. Differentiating this gives $H\mathbf T=0$. With one null direction, $A\mathbf g=\mu\mathbf T(\mathbf T\cdot\mathbf g)=0$. With two or more, the rank of $H$ is at most $n-2$, all cofactors vanish and $A=0$. The walk never starts. One must use internal coordinates or fix the frame, as a rigid surface lattice does for an adsorbed atom.

**Q.** Then take the adsorbed atom. What energy will you use?

**A.** A two-dimensional model of oxygen on the square Rh(100) surface, with hollow sites a distance $a=0.27$ nm apart. With $k=2\pi/a=23.27$ nm⁻¹,

$$\begin{aligned}V={}&\tfrac B2(2-\cos kx-\cos ky)+C(1-\cos kx)(1-\cos ky)\\&+E\,e^{-d^2/2w^2}.\end{aligned}$$

Here $d$ is the distance to a second oxygen atom fixed at $(-0.27,-0.27)$ nm. The parameters are $B=0.60$ eV, $C=0.10$ eV, $E=1.00$ eV and $w=0.18$ nm. $V$ is understood as already minimised over the atom's height and the positions of the metal atoms.

The minimum lies at $(0.0051,0.0051)$ nm and the saddle at $(0.1330,0.0008)$ nm. Their Hessian eigenvalues are $158$ and $173$ eV/nm², and $-159$ and $272$ eV/nm². The determinants are $2.74\times10^4$ and $-4.32\times10^4$ eV²/nm⁴, with the signs needed to leave the first point and enter the second.

**Q.** Is the barrier just the 0.60 eV you put in?

**A.** No, it is $0.525$ eV, or $0.0386$ Ry, because the neighbour raises the hollow more than the bridge between hollows. At the unshifted hollow $d^2=0.1458$ nm², and the repulsion is $e^{-0.1458/0.0648}=0.1054$ eV. At the unshifted bridge $d^2=0.405^2+0.27^2=0.2369$ nm², and it is $0.0258$ eV. This gives $0.60+0.0258-0.1054=0.5204$ eV. The remaining $0.0047$ eV comes from the shifts of the two stationary points.

**Q.** Show me that the walk keeps its gradient direction on this surface.

**A.** I start where the gradient is $0.50$ eV/nm and points $20$ degrees from $x$, and follow the curve through the force peak until the gradient has fallen below $0.50$ eV/nm again. Gradients computed from energy differences alone deviate from the chosen direction by at most $4.7\times10^{-7}$ degrees. The curve then converges to the saddle.

The determinant vanishes at $(0.0680,0.0132)$ nm. Its integral from the start to this point is $2.638$, so the exponential law gives

$$F_{\rm c}=0.50\,e^{2.638}=6.99\ \text{eV/nm},$$

which is the gradient found there directly.

**Q.** Can you see where 6.99 comes from without integrating a curve?

**A.** Begin with $C=E=0$. Then $\mathbf g=(Bk/2)(\sin kx,\sin ky)$, and a fixed angle $\theta$ requires $\sin ky=\tan\theta\,\sin kx$. For $0<\theta<45^\circ$ the peak is at $kx=\pi/2$, where $F\cos\theta=Bk/2$. This gives $F=6.98/\cos20^\circ=7.43$ eV/nm.

In the full model the $x$ component of the gradient is

$$\begin{aligned}g_x={}&k\sin kx\left[\tfrac B2+C(1-\cos ky)\right]\\&-\frac{E(x+a)}{w^2}e^{-d^2/2w^2}.\end{aligned}$$

At the point found, $\sin kx\simeq1$ and $1-\cos ky=0.047$. The three contributions are $6.98$, $+0.11$ and $-0.52$ eV/nm, with sum $6.57$. Dividing by $\cos20^\circ=0.940$ returns $6.99$ eV/nm. The neighbour already pushes the atom towards the saddle, so less applied force is needed.

**Q.** Does the minimum really disappear at that force?

**A.** At $0.6F_{\rm c}$, direct minimisation of the tilted energy lands on the curve to within $1.3\times10^{-10}$ nm. For the disappearance, let the atom start at the original minimum and move by overdamped motion, with velocity proportional to $F\mathbf r-\mathbf g$. At $0.95F_{\rm c}$ it ends at $x=0.055$ nm, before the saddle. At $1.05F_{\rm c}$ it ends at $x=0.328$ nm, beyond the next hollow at about $0.27$ nm.

The next well can hold it because the fixed neighbour is farther away. The applied $x$ component is $1.05\times6.57=6.90$ eV/nm, below the lattice's available $6.98$ eV/nm even before the coupling is added. At the corresponding place in that well the neighbour's push is only about $0.02$ eV/nm.

This force is a property of the static energy surface and of the chosen direction. It is not needed for a thermal hop.

**Q.** So the curve is the minimum-energy path, obtained another way?

**A.** No. A minimum-energy path has its tangent parallel to the gradient. Here the angle between them at $D=0$ is $25.7$ degrees. The curve is a means of finding the saddle. Curves with different gradient directions can end at the same saddle and give the same barrier.

**Q.** Can any starting direction be used, then?

**A.** No. The diagonal $x=y$ is a mirror line of this model, and on it $\mathbf g$ points along $(1,1)$. In two dimensions

$$A=\begin{pmatrix}H_{yy}&-H_{xy}\\-H_{xy}&H_{xx}\end{pmatrix}.$$

Since $H_{xx}=H_{yy}$ on the diagonal, $A\mathbf g=(H_{xx}-H_{xy})\mathbf g$. The factor is the curvature across the diagonal. Without the neighbour, and with $u=kx=ky$, the derivatives are

$$H_{xx}=k^2\cos u\left[\tfrac B2+C(1-\cos u)\right],\quad H_{xy}=k^2C\sin^2u .$$

Subtracting and using $\cos^2u+\sin^2u=1$,

$$H_{xx}-H_{xy}=k^2\left[\left(\tfrac B2+C\right)\cos u-C\right].$$

It vanishes at $\cos u=0.10/0.40=0.25$, so $x=1.318/23.27=0.0566$ nm. With the neighbour included the point moves slightly, to $x=y=0.0564$ nm. The gradient there is $11.4$ eV/nm, so this is no stationary point of $V$, yet a walk exactly on the diagonal stalls at it. In a computed walk, rounding errors can grow sideways and carry it off the diagonal to one of the saddles.

Curves at $40$ and $50$ degrees avoid it. The first ends at $(0.1330,0.0008)$ nm and the second at the mirror saddle, $(0.0008,0.1330)$ nm. A stalled search should therefore be checked for a small gradient, and restarted in another direction if the gradient is large.

**Q.** Second derivatives from electronic-structure calculations are expensive. If I run the walk on a learned potential, what have I found?

**A.** If the walk converges to a point with one negative Hessian eigenvalue, you have found a saddle of the learned potential. The direction that stays fixed is that of the learned gradient. Keep the walk inside the region where the potential was fitted, since outside it the walk may miss the saddle. Let the learned energy be $U=V+\delta V$, and let $\mathbf x_*$ be a nondegenerate stationary point of $V$. If $\delta V$ and its derivatives are small, the learned stationary point $\mathbf x_*+\delta\mathbf x$ obeys, to first order,

$$0=H\delta\mathbf x+\nabla\delta V(\mathbf x_*),\qquad \delta\mathbf x=-H^{-1}\nabla\delta V(\mathbf x_*).$$

Expand its energy to second order and substitute $\nabla\delta V=-H\delta\mathbf x$:

$$\begin{aligned}
U(\mathbf x_*+\delta\mathbf x)
&\simeq V(\mathbf x_*)+\tfrac12\delta\mathbf x^TH\delta\mathbf x+\delta V(\mathbf x_*)+\delta\mathbf x\cdot\nabla\delta V\\
&=V(\mathbf x_*)+\delta V(\mathbf x_*)-\tfrac12\delta\mathbf x^TH\delta\mathbf x .
\end{aligned}$$

The leading barrier error is thus $\delta V$ at the saddle minus $\delta V$ at the minimum. If the reference energy $V$ is evaluated at the learned positions instead, the linear term is absent because $\nabla V(\mathbf x_*)=0$:

$$V(\mathbf x_*+\delta\mathbf x)\simeq V(\mathbf x_*)+\tfrac12\delta\mathbf x^TH\delta\mathbf x .$$

Two reference energies, at the learned minimum and the learned saddle, remove the first-order error.

**Q.** How much does that help in your example?

**A.** I fitted a constant plus a sum of Gaussian kernels of length $0.05$ nm to $35$ model energies on a $7\times5$ grid of step $0.07$ nm whose first point is $(-0.12,-0.12)$ nm. The learned barrier is $0.514$ eV, too low by $10.76$ meV relative to the model. The first-order estimate is $-10.88$ meV.

With model energies at the learned points the error is $-0.128$ meV, and the difference of the two quadratic terms is also $-0.128$ meV. Subtracting that difference from the first-order estimate gives $-10.88+0.13=-10.75$ meV, close to the actual error. These figures depend on where the grid sits. With its first point moved to $(-0.10,-0.14)$ nm or $(-0.085,-0.155)$ nm, the learned error is $-7.05$ or $-5.17$ meV, and the error with model energies at the learned points is $-0.33$ or $-0.53$ meV.

At $500$ K, $k_{\rm B}T=43.09$ meV. With the prefactor held fixed, the uncorrected barrier makes the rate too large by $e^{10.76/43.09}=1.28$. After the correction the factor from the barrier is $e^{0.128/43.09}=1.003$. The correction does not mend the learned curvatures: used in the prefactor of the hop rate, they would raise it by about 4%. These errors are relative to the model energy. They say nothing about how well that energy describes rhodium.

**Q.** What hop rate follows from the saddle, and which approximation enters?

**A.** Use classical transition-state theory, which counts each crossing of a dividing line through the saddle as a hop. For an atom of mass $m$ the mean one-way speed factor is $\sqrt{k_{\rm B}T/2\pi m}$. Let $\lambda_1,\lambda_2$ be the curvatures at the minimum, $\lambda_{\rm s}$ the positive one at the saddle and $\Delta E$ the barrier. The Gaussian integrals over the line and over the well give

$$\begin{aligned}
\Gamma&=\sqrt{\frac{k_{\rm B}T}{2\pi m}}\;
\frac{\sqrt{2\pi k_{\rm B}T/\lambda_{\rm s}}\;e^{-\Delta E/k_{\rm B}T}}{2\pi k_{\rm B}T/\sqrt{\lambda_1\lambda_2}}\\
&=\frac1{2\pi}\sqrt{\frac{\lambda_1\lambda_2}{m\lambda_{\rm s}}}\;e^{-\Delta E/k_{\rm B}T}.
\end{aligned}$$

The combination $\lambda_1\lambda_2/\lambda_{\rm s}$ is $158.0\times173.4/271.7=100.8$ eV/nm², or $16.2$ N/m. With $m=16$ u the prefactor is $3.9\times10^{12}$ s⁻¹. The exponential is $e^{-525.1/43.09}=5.1\times10^{-6}$, so $\Gamma=2.0\times10^7$ s⁻¹ to this one saddle.

Integrating the actual model energy instead of its quadratic expansions multiplies the rate by $0.985$. At $50$ K the same ratio is $0.9987$, as expected when the atom stays closer to the stationary points. Quantising the stable harmonic vibrations gives a factor $1.004$, and tunnelling through a parabolic barrier gives $1.009$. At $500$ K these are small corrections for this model, which contains only the two in-plane vibrations.

**Q.** How far should I trust that rate for a real Rh(100) surface?

**A.** It is an illustration, not a prediction, even in its order of magnitude. The spacing is close to that of the real surface, roughly $0.27$ nm, and fourfold hollows are the natural oxygen sites at low coverage. But $B$, $C$ and the repulsion, and with them the barrier, were chosen, not computed for rhodium.

A real neighbour also yields when pushed. If it sits in a harmonic well of curvature $Bk^2/2=162$ eV/nm², a push $f$ lowers the energy by $f^2/(2\times162\ \text{eV/nm}^2)$. This relief is larger at the minimum than at the saddle, so in this estimate the barrier rises by about $3.7$ meV and the rate is multiplied by $0.92$. The curvature of the repulsion and the response of the hopping atom are left out; they change the shift by a few tenths of a meV.

The barrier itself matters far more: an error of $0.1$ eV changes the rate by a factor of $10$ at $500$ K. Steps and other oxygen arrangements can change the barrier. Immediate recrossing and changes in the metal's vibrations affect the prefactor, and this model cannot size them. The same holds for the oxygen's own vertical vibration, removed when $V$ was minimised over the height. It multiplies the classical prefactor by its frequency at the hollow divided by its frequency at the bridge, so a stiffening from $50$ to $60$ meV, chosen only as an illustration, would give a factor of $0.83$. The numerical output lists the main computed values.

## Calculated quantities

```
Hollow-site spacing a: 0.27 nm
Site barrier B: 0.60 eV; coupling C: 0.10 eV
Repulsion E: 1.00 eV; width w: 0.18 nm
Neighbour position: (-0.27, -0.27) nm
Temperature: 500 K; oxygen mass: 16 u
Worst relative error of identity, 4 dimensions: 1.5e-11
Minimum: (0.00506, 0.00506) nm
Saddle: (0.13299, 0.00081) nm
Hessian eigenvalues, minimum: 157.98, 173.42 eV/nm^2
Hessian eigenvalues, saddle: -159.05, 271.71 eV/nm^2
det H at minimum: 27397 eV^2/nm^4
det H at saddle: -43216 eV^2/nm^4
Barrier: 0.5251 eV = 0.03859 Ry
Chosen gradient direction: 20 degrees from x
Starting gradient: 0.50 eV/nm
Largest change of gradient direction: 4.7e-07 degrees
Point with det H = 0: (0.06796, 0.01322) nm
Integral of det H from start to that point: 2.63804
Gradient there = critical force: 6.9929 eV/nm
Angle between path and gradient there: 25.71 degrees
Tilted minimum versus curve, distance: 1.3e-10 nm
Final x at 0.95 of critical force: 0.0551 nm
Final x at 1.05 of critical force: 0.3284 nm
False rest point: (0.05641, 0.05641) nm
Gradient at false rest point: 11.3837 eV/nm
End of 40-degree curve: (0.13299, 0.00081) nm
End of 50-degree curve: (0.00081, 0.13299) nm
Training energies: 35; grid step: 0.07 nm
Kernel length: 0.05 nm
Learned saddle: (0.13368, 0.00005) nm
Learned barrier: 0.51435 eV
Learned barrier error: -10.755 meV
First-order estimate of that error: -10.877 meV
Error with reference energies: -0.1278 meV
Quadratic estimate of that error: -0.1280 meV
Thermal energy kT: 43.09 meV
Harmonic hop rate to this saddle: 2.000e+07 1/s
Classical/harmonic rate at 50 K: 0.9987
Classical/harmonic rate at 500 K: 0.9849
Quantum vibration factor on rate: 1.0035
Tunnelling factor on rate: 1.0094
Barrier change, neighbour relaxing: 3.68 meV
Rate factor of that change: 0.918
Rate factor for a 0.1 eV barrier error: 10.18
```
